Arm spacing of a growth spiral from its central curvature

**The choice to be made**

Suppose that a calculation must turn the arm spacing λ of a growth spiral into a step free energy, or predict the spacing from a computed step free energy. It needs the number C in λ = C r*, where r* is the critical radius. Matching an Archimedean spiral to the critical curvature at its centre gives C = 4π ≈ 12.57. Solving the same step model for its steadily turning shape gives C ≈ 18.98. At a given driving force, this choice changes the inferred step free energy by a factor of about 1.51. The first number suits an estimate of scale; the second is needed for a quantitative use of the model.

**The model and the critical radius**

A single step ends at a screw dislocation that meets the surface. The end of the step is fixed there. The step has free energy β per unit length, the same in every direction. Each atom that joins the crystal occupies area Ω in the new layer and lowers the free energy by Δμ > 0, apart from the cost of the edge. Δμ is taken as uniform over the surface, and the strain and core energy of the dislocation are left out. The equations below hold unchanged in atomic units; numbers are given in eV and Å.

A circular island of radius r has an edge of length 2πr and contains πr²/Ω atoms, so

F(r) = 2πrβ − πr²Δμ/Ω.

Setting the derivative to zero,

dF/dr = 2πβ − 2πrΔμ/Ω = 0, hence r* = βΩ/Δμ.

The second derivative, −2πΔμ/Ω, is negative, so this is a maximum. Smaller islands lower their free energy by shrinking, larger ones by growing. With Δμ/Ω = β/r*, the height of the maximum is

F(r*) = 2πβr* − πr*²(β/r*) = πβr*.

A new island must pass this barrier. A step held by a dislocation can keep adding atoms without forming an island.

**The speed of a curved step**

Let κ be the curvature of the edge, positive where the crystal layer is convex. Move the edge outward by a small normal distance η(s), where s is arc length. An element ds lies on a circle of radius 1/κ. After the displacement the radius is 1/κ + η and the subtended angle is still κ ds, so the length becomes

(1/κ + η)κ ds = (1 + κη) ds.

A variation of η along the edge tilts the element, but this changes its length only at second order. To first order, therefore,

δL = ∫κη ds, δA = ∫η ds,

δF = β δL − (Δμ/Ω) δA = ∫(βκ − Δμ/Ω)η ds.

The element gains η ds/Ω atoms. The free energy released per added atom is thus

Δμ − Ωβκ = Δμ(1 − r*κ).

Now assume linear, isotropic kinetics: the normal speed is a constant mobility M times this local driving force. With v∞ = MΔμ, the speed of a straight step,

v = v∞(1 − r*κ).

A step with κ = 1/r* stands still. This law also assumes that neighbouring arms do not compete for the same diffusing atoms.

**Curvature and motion of a turning arm**

Use polar coordinates about the fixed end and write the arm as

φ = Θ(r) − ωt, with Θ′ > 0 and ω > 0.

The pattern turns clockwise. At fixed φ, differentiation in time gives Θ′ dr/dt = ω, so the arm moves outward with dr/dt = ω/Θ′.

Define ψ = rΘ′. Along the arm, an increase dr is accompanied by a sideways displacement r dΘ = ψ dr. The tangent is proportional to (1, ψ) in the radial and angular directions, and the outward unit normal is (ψ, −1)/√(1+ψ²). The normal speed is the radial speed times the radial component of the normal:

v_n = (ω/Θ′) ψ/√(1+ψ²) = ωr/√(1+ψ²).

For the curvature, let α be the angle from the radial direction to the tangent, so that tan α = ψ. The tangent makes the angle Θ + α with a fixed axis at a given instant. Curvature is the rate of change of this angle with arc length, and ds = √(1+ψ²) dr. Since dα/dr = ψ′/(1+ψ²),

κ = [ψ/r + ψ′/(1+ψ²)]/√(1+ψ²).

The sign agrees with the convention above: a counterclockwise circle has positive curvature, and its outward normal lies to the right of the tangent, as here.

**Matching the Archimedean spiral**

For r = aθ we have Θ = r/a, so ψ = r/a = θ and ψ′ = 1/a. Substitution gives

κ = [1/a + 1/(a(1+θ²))]/√(1+θ²) = (2+θ²)/[a(1+θ²)^(3/2)].

At the centre κ = 2/a. The factor 2 has two equal sources: the polar ray turns at the rate 1/a per unit length, and the tangent turns relative to that ray at the same rate.

The expression for v_n shows that the speed vanishes as r → 0. The step law then requires κ(0) = 1/r*. Therefore

2/a = 1/r*, a = 2r*.

Successive arms on one ray differ by 2π in θ, so their spacing is

λ_A = 2πa = 4πr*.

The turning rate follows from the outer arms. As r → ∞, v_n = ωr/√(1+r²/a²) → ωa, while κ → 0 and the step law gives v → v∞. Hence

ω_A = v∞/a = v∞/(2r*).

The centre and the far region have each been satisfied. The region between them has not yet been examined.

**Where the Archimedean arm fails**

From here on, lengths are measured in r* and speeds in v∞, so ω is in units of v∞/r*. Put a = 2, ω = 1/2 and s = √(1+θ²). Rigid rotation needs the speed θ/s. The step law allows 1 − κ, with κ = (1+s²)/(2s³). The difference, needed minus allowed, is

D = θ/s − 1 + (1+s²)/(2s³).

Because s² − θ² = 1,

1 − θ/s = (s−θ)/s = 1/[s(s+θ)],

and so

D = [(1+s²)(s+θ) − 2s²]/[2s³(s+θ)].

For θ > 0 we have 1+s² ≥ 2s and s+θ > s, so the first product exceeds 2s² and D > 0. At every point away from the centre, the Archimedean arm would have to move faster than the step law permits.

Near the centre, the needed speed is θ to leading order and the allowed speed is θ², so the mismatch begins at first order. At r = 2r* the needed speed is 0.707 v∞ and the allowed speed 0.470 v∞. Far out, the needed speed is 1 − 1/(2θ²) and the allowed speed 1 − 1/(2θ), to leading order in each deficit. The mismatch then falls as 1/(2θ) = r*/r. At r = 20r* the two speeds are 0.995 and 0.950 v∞.

**The equation for the true shape**

Equating v_n to 1 − κ gives

ωr/√(1+ψ²) = 1 − ψ/[r√(1+ψ²)] − ψ′/(1+ψ²)^(3/2).

Multiply by (1+ψ²)^(3/2) and solve for ψ′:

ψ′ = (1+ψ²)[√(1+ψ²) − ψ/r − ωr].

*Near the centre.* Finite curvature requires ψ → 0. Insert ψ = c₁r + c₂r² and keep terms through first order in r:

c₁ + 2c₂r = 1 − c₁ − c₂r − ωr.

Thus c₁ = 1/2 and c₂ = −ω/3, so

ψ = r/2 − ωr²/3 + O(r³), Θ′ = 1/2 − ωr/3 + O(r²).

The central slope Θ′(0) = 1/2 is the Archimedean one, whatever the value of ω. The matching at the centre is therefore correct for this model. The error comes from extending the central pitch to all radii. The local pitch 2π/Θ′ starts at 4π and increases as 4π(1 + 2ωr/3).

*Far from the centre.* For arms that become evenly spaced, try ψ = kr + b + c/r, with smaller terms omitted. Divide the equation by 1+ψ²:

ψ′/(1+ψ²) = √(1+ψ²) − ψ/r − ωr.

The left side is of order 1/r². On the right, √(1+ψ²) = ψ + 1/(2ψ) to the order needed. Comparing powers gives

order r: k − ω = 0,
order 1: b − k = 0,
order 1/r: c + 1/(2k) − b = 0.

Hence k = b = ω and c = ω − 1/(2ω), so

ψ = ω(r+1) + [ω − 1/(2ω)]/r + O(1/r²).

The limiting spacing is λ = 2π/ω, or 2πv∞/ω in ordinary units. To leading correction, the local pitch is λ(1 − r*/r). This has a direct meaning: a distant arm has curvature close to 1/r, advances at v∞(1 − r*/r), and covers one local pitch per turn.

**Why the true spacing must be larger**

The sign of the error can be shown without solving the equation. Assume that a steadily turning solution with the above central and far forms exists, and suppose that ω ≥ 1/2.

Near the centre ψ − r/2 = −ωr²/3 < 0, so the solution starts below the line r/2. If it returned to this line, then at the first return its slope would have to be at least 1/2. The slope there is given by the right side of the equation for ψ′ with ψ = r/2. That expression decreases as ω increases, so it is no larger than its value at ω = 1/2.

The inequality D > 0 bounds this last value. Written with ψ = r/2 and ψ′ = 1/2, it reads

r/[2√(1+ψ²)] − 1 + ψ/[r√(1+ψ²)] + (1/2)/(1+ψ²)^(3/2) > 0.

Multiplication by (1+ψ²)^(3/2) and rearrangement give

1/2 > (1+ψ²)[√(1+ψ²) − ψ/r − r/2].

The right side is the slope at ω = 1/2. The slope at a return would therefore be less than 1/2, which is a contradiction. The solution stays below r/2, and hence below ωr. But the far form requires ψ − ωr → ω > 0. The supposition is false, so

ω < 1/2 and λ = 2π/ω > 4π.

In this model the Archimedean estimate is a strict lower bound on the far spacing.

**Finding the turning rate**

The central series fixes a solution for each trial ω, but a general trial does not reach the far form. To see why, let δ be a small difference between two solutions at the same ω. Linearizing the equation at large r gives, to leading order,

δ′ ≈ ψ²δ ≈ ω²r²δ, so δ grows roughly as exp(ω²r³/3).

A trial solution therefore leaves the evenly spaced one rapidly. In the numerical search, too small an ω makes ψ run away upward, and too large an ω makes it fall to zero. Bisection between the two behaviours gives

ω ≈ 0.3310 v∞/r*, λ ≈ 18.98r*.

This is a numerical solution of the stated step law, not a measured property of a crystal.

A second calculation does not assume steady rotation. For an arm φ(r,t), the local value of −∂φ/∂t takes the place of ω in v_n. With ψ = r∂φ/∂r, the step law becomes

∂φ/∂t = −[√(1+ψ²)/r](1 − κ).

The step starts straight, with ∂φ/∂r = 1/2 imposed at the fixed end. It winds up and reaches a turning rate that agrees with the value above; the test requires agreement within 0.5%. For this starting shape, then, the steady solution is also the one reached in time.

**How the pitch changes along the arm**

The numerical output after these notes lists the local pitch. It is 12.70r* at r = 0.05r*, close to 4πr*, and 15.68r* at r = 2r*. About half of the total rise has thus occurred within two critical radii. At r = 100r* the pitch is 18.80r*, still slightly below its limit. The leading far formula gives 18.98 × (1 − 0.01) ≈ 18.79.

The arm radii show the same approach. On the ray along the central tangent, the first arm lies at 17.01r*, and the next gap is 18.35r*. The gap between the sixth and seventh arms is 18.83r*. On this ray, the spacing between the first two arms is therefore about 3% below the limiting one.

The output also gives ψ/ω − r = 0.965 at r = 100. The far expansion predicts 1 + [1 − 1/(2ω²)]/r, which is 0.964 there. The departure from 1 is thus accounted for by the next term of the expansion.

**A worked example**

Take round model parameters: β = 0.050 eV/Å, Ω = 10 Å², Δμ = 0.020 eV and step height h = 2.0 Å. They illustrate the linear step law and do not describe a particular crystal. If the attachment rate depends exponentially on the driving force, the linear law requires Δμ to be much smaller than k_BT. At 300 K, where k_BT = 0.026 eV, the value chosen here would not meet that condition. Within the linear law,

r* = 0.050 × 10/0.020 = 25 Å,
F(r*) = π × 0.050 × 25 = 3.93 eV.

The Archimedean estimate has a = 50 Å and

λ_A = 12.566 × 25 = 314 Å (594 bohr).

The full step law gives

λ = 18.985 × 25 = 475 Å (897 bohr).

The estimate is 34% too small relative to the full solution. The mean slope of the spiral hillock is h/λ, since one turn raises the surface by one step height. It is 2.0/314.2 = 0.0064 in the estimate and 2.0/474.6 = 0.0042 in the full model.

Now reverse the calculation. Suppose that the spacing is 474.6 Å and Δμ and Ω are known. Using 4π would give r* = 474.6/12.566 = 37.8 Å and

β = r*Δμ/Ω = 37.8 × 0.020/10 = 0.076 eV/Å,

instead of the 0.050 eV/Å that produced the spacing.

**Growth rate and range of use**

Each turn adds height h in a time 2π/ω, so the hillock grows at

R = hω/(2π) = hv∞/λ.

With λ = C r* = CβΩ/Δμ and v∞ = MΔμ,

R = hMΔμ²/(CβΩ).

If M and β do not depend on Δμ, the growth rate is quadratic in the driving force: one factor comes from the step speed and the other from the closer spacing of the arms. The Archimedean value of C leaves this scaling intact but makes R too large by the factor 1.51. As Δμ → 0, both r* and λ diverge, and the hillock becomes flat.

The coefficient 18.98 belongs to the assumptions made here. It need not hold if the step free energy or mobility depends on direction, if the response to the driving force is nonlinear, or if strain near the dislocation is important. It also need not hold if neighbouring arms share a diffusion field, because the local speed then depends on the spacing itself. Finally, a smooth line with a curvature is a sound description only if r* is well above the atomic spacing. A very large driving force violates this condition, since r* falls as 1/Δμ.

Computed values

```
step free energy beta              0.050 eV/angstrom
area per atom                      10.0 angstrom^2
driving force per atom             0.020 eV
step height                        2.0 angstrom
critical radius r*                 25.00 angstrom
island barrier at r*               3.927 eV
Archimedean a = 2 r*               50.00 angstrom
Archimedean spacing / r*           12.5664
full-law far spacing / r*          18.9848
Archimedean spacing                314.2 angstrom
Archimedean spacing                593.7 bohr
full-law far spacing               474.6 angstrom
full-law far spacing               896.9 bohr
Archimedean / full-law spacing     0.6619
full-law / Archimedean spacing     1.5108
hillock slope, Archimedean         0.00637
hillock slope, full law            0.00421
turning rate, Archimedean          0.500000 v_inf/r*
turning rate, full law             0.330958 v_inf/r*
turning rate, time-dependent run   0.330956 v_inf/r*
Archimedean arm: speed needed and speed allowed, in v_inf
  r/r* =   0.5  needed 0.2425  allowed 0.0584
  r/r* =   1.0  needed 0.4472  allowed 0.1950
  r/r* =   2.0  needed 0.7071  allowed 0.4697
  r/r* =   5.0  needed 0.9285  allowed 0.7887
  r/r* =  20.0  needed 0.9950  allowed 0.9498
full law: local pitch 2 pi/(dTheta/dr), in r*
  r/r* =   0.05  pitch 12.703
  r/r* =   0.50  pitch 13.743
  r/r* =   1.00  pitch 14.592
  r/r* =   2.00  pitch 15.682
  r/r* =   3.00  pitch 16.312
  r/r* =   5.00  pitch 16.985
  r/r* =  10.00  pitch 17.692
  r/r* =  20.00  pitch 18.215
  r/r* =  50.00  pitch 18.637
  r/r* = 100.00  pitch 18.803
full law: arm radii on the ray of the central tangent, in r*
  arm 1: 17.013
  arm 2: 35.363  gap from previous 18.349
  arm 3: 53.958  gap from previous 18.595
  arm 4: 72.661  gap from previous 18.703
  arm 5: 91.426  gap from previous 18.765
  arm 6: 110.230  gap from previous 18.804
  arm 7: 129.062  gap from previous 18.832
far shift psi/w - r at r = 100 r*   0.9653 r*
```
